Relativistic Local Exchange: Longitudinal and Transverse Parts of the MacDonald-Vosko Factor, part 1

(Sections cited here and not found follow in the second part.)

## Part one: from Slater exchange to a covariant integrand

The local exchange energy −(3/4π)e²k per electron, with k = (3π²n)^(1/3), assumes slow electrons that interact through the instantaneous Coulomb force. Near a heavy nucleus both assumptions fail. On the Dirac density of the iodine atom the nonrelativistic formula gives −170.58 hartree, and the relativistic electron-gas formula gives −160.35 hartree. Within the gas formula, replacing Pauli spinors by Dirac spinors while keeping the Coulomb force accounts for 1.68 hartree of this difference of 10.23 hartree, and the exchange of transverse photons for the other 8.55 hartree. These are values of the local approximation; the atom's own transverse exchange is considerably smaller (Entry 12). In a uniform gas denser than about 1.4×10⁶ bohr⁻³ the nonrelativistic formula has the wrong sign.

The factor 1 − (3/2)[(βη − arcsinh β)/β²]² therefore needs a precise reading. It multiplies the nonrelativistic exchange energy, so the correction is this factor minus one. It belongs to the Coulomb interaction plus the retarded transverse interaction, and the split into these two parts refers to the Coulomb gauge.

### Entry 1. Conventions

The system is a uniform electron gas at zero temperature in a volume V with a neutralising background. Every plane-wave state with momentum below k holds two electrons, so there is no spin polarisation and no current, and n = k³/(3π²). Units are ħ = c = m = 1 with Gaussian charges, so e² is the fine-structure constant and k equals the dimensionless β = ħk/(mc). The symbol ε is an energy per volume, and "exchange" is the part of it that is of first order in e² and bilinear in the occupations.

In p·p', α·p and d³p the letters are vectors; standing alone, p and p' are lengths. The transfer q is the vector difference p − p', with q² = p² + p'² − 2pp'x and x the cosine of the angle between the momenta. The symbol ∫∫ d³p d³p' runs over two Fermi spheres of radius k.

### Entry 2. The simple case: Pauli electrons and the Coulomb force

For orbitals χ_s exp(ip·r)/√V with two-component spinors χ_s, the exchange matrix element between states (p,s) and (p',s') is

(1/V²) |χ_s'†χ_s|² ∫ d³r₁ d³r₂ exp(−iq·r₁) exp(iq·r₂) e²/r₁₂ = (4πe²/(V q²)) |χ_s'†χ_s|²,

because the Fourier transform of 1/r is 4π/q² and the remaining integral gives V. A Slater determinant counts each pair once with a minus sign, which is −1/2 times the sum over ordered pairs. Each momentum sum becomes V∫d³p/(2π)³, so

ε = −C ∫∫ d³p d³p' S/q²,  C = 2πe²/(2π)⁶,  (1)

where S is the squared overlap summed over both spin labels. For Pauli spinors S = 2. The direct term has q = 0 and is cancelled by the background.

The integrand depends on p, p' and x, so three angles integrate to 4π·2π and d³p d³p' = 8π² p² p'² dp dp' dx. The angular integral is elementary:

∫₋₁¹ dx/(p² + p'² − 2pp'x) = (1/2pp') ln[(p+p')²/(p−p')²] = ℓ/(pp'),  ℓ(p,p') = ln|(p+p')/(p−p')|.

What remains is N(k) = ∫₀ᵏ∫₀ᵏ pp'ℓ dp dp'. For a symmetric integrand f the square is twice a triangle, so

d/dk ∫₀ᵏ∫₀ᵏ f dp dp' = d/dk 2∫₀ᵏ dp ∫₀ᵖ dp' f = 2∫₀ᵏ f(k,p') dp'.  (2)

The single integral is done by parts, with the antiderivative of the algebraic factor chosen to vanish at p' = k. For p' < k,

∂ℓ/∂p' = 1/(k+p') + 1/(k−p') = 2k/(k² − p'²).  (3)

The antiderivative of p' is taken as (p'² − k²)/2. The boundary term vanishes at p' = k, where a linear zero multiplies a logarithm, and at p' = 0, where ℓ = 0. Then

∫₀ᵏ p'ℓ dp' = −∫₀ᵏ [(p'² − k²)/2]·[2k/(k² − p'²)] dp' = k².

So dN/dk = 2k³, N = k⁴/2, and

∫∫ d³p d³p'/q² = 8π²N = 4π²k⁴,
ε_NR = −C·8π²k⁴ = −e²k⁴/(4π³).  (4)

Division by n gives −3e²k/(4π) per electron, the Dirac-Slater value. Any later contribution of the form −C∫∫X has the factor

Φ = ∫∫ d³p d³p' X/(8π²β⁴),  ε = ε_NR Φ.  (5)

### Entry 3. Dirac spinors, Coulomb force

The free Dirac Hamiltonian is h = α·p + γ⁰. The four matrices α₁, α₂, α₃, γ⁰ are Hermitian, square to one and anticommute, so h² = p² + 1 = E². The two positive-energy spinors u_s(p), with u†u = 1, span the range of the projector

Λ = Σ_s u_s u_s† = (E + h)/(2E).

The matrix element of Entry 2 holds with u in place of χ. For a matrix Γ, with primes marking p',

Σ_ss' |u'†Γu|² = Tr[Λ'ΓΛΓ†].

Three traces are needed. Tr α_i = Tr(γ⁰γ⁰α_i) = −Tr(γ⁰α_iγ⁰) = −Tr α_i by anticommutation and cyclicity, so it vanishes, and Tr γ⁰ vanishes by the same argument. A trace of two matrices is half the trace of their anticommutator, so Tr α_iα_j = 4δ_ij and Tr α_iγ⁰ = 0. Hence Tr h = 0, Tr hh' = 4(p·p' + 1), and for Γ = 1

S₀₀ = Tr[(E'+h')(E+h)]/(4EE') = (EE' + p·p' + 1)/(EE').

With p·p' = (p² + p'² − q²)/2 = (E² + E'² − 2 − q²)/2 the numerator is EE' + (E² + E'²)/2 − q²/2, so

S₀₀ = [(E+E')² − q²]/(2EE'),  Φ_L = ∫∫ d³p d³p' (S₀₀/q²)/(8π²β⁴).  (6)

This is the longitudinal part. At q = 0, where the two momenta agree in length and direction, equation (6) gives 4E²/(2E²) = 2, the Pauli value. In general S₀₀ is a sum of squares and so is not negative, and it is at most 2 because p·p' + 1 ≤ EE' (shown in Entry 4). Thus Φ_L lies between 0 and 1: the Coulomb exchange is weakened and keeps its sign.

Test on slow electrons. To second order in the momenta 1/(EE') = 1 − (p² + p'²)/2, so

S₀₀ = 1 + (1 + p·p')/(EE') ≈ 2 + p·p' − (p² + p'²)/2 = 2 − q²/2.

The new term divided by q² is the constant −1/2, a contact interaction. It integrates to −(1/2)(4πk³/3)² = −8π²k⁶/9, and (5) gives

Φ_L = 1 − β²/9 + O(β⁴).  (7)

### Entry 4. The transverse photon and the sorting of terms

In the Coulomb gauge the interaction has a second piece, the coupling eα·A of each electron to the quantised transverse field,

A(r) = Σ_qλ √(2π/(qV)) t_λ [a_qλ exp(iq·r) + a_qλ† exp(−iq·r)],

with two unit vectors t_λ perpendicular to q. The normalisation is checked on the vacuum: per mode the mean square magnetic field is q²·2π/(qV), its energy is V/(8π) times that, q/4, the electric field adds the same, and the sum is the zero-point energy q/2.

The coupling is of order e, so its second-order energy is of order e², the same order as (1). The intermediate states contain one photon, with one electron moved from an occupied level i to an empty level f. The spatial integral fixes q = p_i − p_f and gives the amplitude e√(2π/qV) u_f†(α·t_λ)u_i. With occupations n_i,

ΔE = Σ_if n_i(1 − n_f) (2πe²/qV) Σ_λ |u_f† α·t_λ u_i|² / (E_i − E_f − q).  (8)

Emission without a change of level has q = 0 and an amplitude proportional to the total current, which is zero here.

The levels include the negative-energy ones, all counted as filled. The occupation factor is n_p − n_p n_p' when both levels are positive, 1 − n_p' when i is negative and f positive, and zero when f is negative. The Coulomb exchange −(1/2)Σ n_i n_j(…) sorts in the same manner. Three kinds of term result. Constants are the energy of the vacuum and are dropped. A term linear in n_p has a coefficient that does not depend on the other occupations, so it equals the order-e² shift of a single electron of momentum p in empty space. That electron has energy √(p² + 1) when the mass is the measured one; this is the renormalisation condition, and it assigns the linear terms to the kinetic energy. The bilinear terms involve positive-energy levels alone. They are (6) and, from (8),

ε_T = −C ∫∫ d³p d³p' S_T/[q(ω − q)],  ω = E − E',  S_T = Σ_λ Σ_ss' |u'† α·t_λ u|².  (9)

The prefactor is (2πe²)/(2π)⁶ = C, with no 1/2, since (8) sums over ordered pairs as it stands.

The denominator has no pole. Because ω = (E² − E'²)/(E+E') = q·(p+p')/(E+E'), the ratio |ω|/q is at most (p+p')/(E+E'), which is below one. Define

Q² = q² − ω² = (p² + p'² − 2p·p') − (E² + E'² − 2EE') = 2(EE' − p·p' − 1).  (10)

Q² is positive for q ≠ 0, which proves the inequality used in Entry 3.

Interchanging the names p and p' leaves the region, q and S_T unchanged (the matrix element goes to its conjugate and the transverse plane is the same) and reverses ω. The denominator may therefore be replaced by its average:

(1/2)[1/(ω−q) + 1/(−ω−q)] = (1/2)(−2q)/[(ω−q)(−ω−q)] = −q/(q² − ω²).

This gives

ε_T = +C ∫∫ d³p d³p' S_T/Q²,  Φ_T = −∫∫ d³p d³p' (S_T/Q²)/(8π²β⁴).  (11)

The sign has a direct reading. Each virtual emission in (8) between positive levels lowers the energy, since ω − q < 0. The Fermi sea forbids those that end in an occupied level, and the loss of negative terms raises the energy. So ε_T > 0 and Φ_T < 0 at every density. The ω² in Q² is the retardation.

### Entry 5. Current conservation and the Feynman-gauge form

The sum over all three spatial components is simpler than S_T. Anticommutation gives α_iα_jα_i = +α_j for i = j and −α_j otherwise, so Σ_i α_iα_jα_i = −α_j, and Σ_i α_iγ⁰α_i = −3γ⁰. Then Σ_i α_i(E + h)α_i = 3E − α·p − 3γ⁰, and the traces of Entry 3 give

S_ii = Tr[(E'+h')(3E − α·p − 3γ⁰)]/(4EE') = (3EE' − p·p' − 3)/(EE').  (12)

The component along q follows from h − h' = α·q. Since hu = Eu and u'†h' = E'u'†,

u'† α·q u = u'†(h − h')u = ω u'†u.  (13)

This is the continuity equation for the transition current. The component along q contributes S_∥ = ω²S₀₀/q², and S_T = S_ii − ω²S₀₀/q². The sum of the kernels in (6) and (11) is

S₀₀/q² − S_T/Q² = S₀₀[1/q² + ω²/(q²Q²)] − S_ii/Q² = (S₀₀ − S_ii)/Q²,

because Q² + ω² = q². The numerator is, from the first form of S₀₀, (12) and (10),

S₀₀ − S_ii = (−2EE' + 2p·p' + 4)/(EE') = (2 − Q²)/(EE').

Therefore

Φ = Φ_L + Φ_T = ∫∫ d³p d³p' [2/Q² − 1]/(EE') / (8π²β⁴).  (14)

The kernel (S₀₀ − S_ii)/Q² is the four-current contracted with itself over the invariant transfer, the Feynman-gauge form. A change of gauge adds to the photon propagator terms with a factor q_μ on at least one index, and such a factor contracts with the transition current to ωu'†u − u'†α·q u, which is zero by (13). The total is thus gauge independent for these free-particle states. The parts are not: the time-time part is S₀₀/q² in the Coulomb gauge and S₀₀/Q² in the Feynman gauge. Here "longitudinal" means S₀₀/q².

Test on slow electrons: Q² → q² and EE' → 1, the term 2/q² dominates, and (14) returns (4). The spin sums (6) and (12), the identity (13) and the kernel of (14) were also tested numerically with spinors obtained by diagonalising h at random momenta.

### Entry 6. The transverse part at order β²

At leading order Q² may be replaced by q², since S_T is already of second order in the momenta and ω²/q² is of order β². The kernel −S_T/q² is that of the instantaneous Breit interaction. It splits as −S_ii/q² + S_∥/q², where the first piece is the Gaunt interaction.

For the Gaunt piece, EE' − 1 ≈ (p² + p'²)/2 in (12) gives

S_ii ≈ 3(p² + p'²)/2 − p·p' = p² + p'² + q²/2.

The q²/2 term integrates to 8π²k⁶/9, as in Entry 3. The other is 8π²G with G = ∫₀ᵏ∫₀ᵏ pp'(p² + p'²)ℓ. By (2), dG/dk = 2k∫₀ᵏ p'(k² + p'²)ℓ dp'. The antiderivative that vanishes at k is k²p'²/2 + p'⁴/4 − 3k⁴/4 = (p'² − k²)(p'² + 3k²)/4, and (3) gives

∫₀ᵏ p'(k² + p'²)ℓ dp' = (k/2)∫₀ᵏ (p'² + 3k²) dp' = (k/2)(k³/3 + 3k³) = 5k⁴/3.

So dG/dk = 10k⁵/3, G = 5k⁶/9, and the Gaunt factor is −(5/9 + 1/9)β² = −(2/3)β².

For the remaining piece, ω ≈ (p² − p'²)/2 and S₀₀ ≈ 2 give S_∥/q² ≈ (p² − p'²)²/(2q⁴). The angular integral is

∫₋₁¹ dx/q⁴ = (1/2pp')[1/(p−p')² − 1/(p+p')²] = 2/(p² − p'²)²,

so ∫dx S_∥/q² = 1, and the full integral is 8π²(k³/3)² = 8π²k⁶/9, a factor +β²/9. Together,

Φ_T = −(5/9)β² + O(β⁴),  Φ = 1 − (2/3)β² + O(β⁴).  (15)

At this order the transverse part is five times the longitudinal correction and has the same sign. The +1/9 cancels the −1/9 of (7), so the total correction equals the Gaunt term at order β².

These coefficients were tested against quadrature of the defining integrals at β = 0.02. Divided by β², the results are −0.1111 for Φ_L − 1, −0.5554 for Φ_T, −0.6665 for Gaunt and 0.1111 for Breit minus Gaunt; the departures in the last digit are of the size β² = 4×10⁻⁴ times a coefficient below one, as the next order requires.

Retardation enters at order β⁴. Since Q² ≤ q², with equality only where the lengths p and p' coincide, and S_T ≥ 0, Φ_T lies below the Breit factor at every density, and the difference kernel S_T ω²/(q²Q²) has two more powers of momentum than S_T/q². Doubling a small β should multiply the difference by about 2⁴ = 16; the quadrature gives 15.87 between β = 0.05 and 0.1. The difference grows with β, from 1.6% of Φ_T at β = 0.5 to 16% at β = 4: Φ_T and the Breit factor are −0.1213 and −0.1195 at β = 0.5, −0.3574 and −0.3404 at β = 1, and −1.0372 and −0.8708 at β = 4. The closed form sought here belongs to the retarded kernel, and the Breit interaction reproduces it through order β² alone.

## Part two: the integrals, the potential and an atom

Symbols and results carried over. Units ħ = c = m = 1; β = k is the Fermi momentum, n = β³/(3π²); E = √(1 + p²); q is the vector p − p'; x is the cosine of the angle between p and p'; Q² = 2(EE' − pp'x − 1); d³p d³p' = 8π²p²p'² dp dp' dx. The exchange energy per volume is ε_NR Φ with ε_NR = −e²k⁴/(4π³), and

Φ = ∫∫ d³p d³p' [2/Q² − 1]/(EE') / (8π²β⁴),  (14)
Φ_L = ∫∫ d³p d³p' [(E+E')² − q²]/(2EE'q²) / (8π²β⁴),  (6)

with Φ_T = Φ − Φ_L. Also used are ∫dx/q² = ℓ/(pp') with ℓ = ln|(p+p')/(p−p')|; the rule (2), that the k-derivative of a symmetric integral over the square is 2∫₀ᵏ f(k,p')dp'; ∂ℓ/∂p' = 2k/(k² − p'²), equation (3); ∫₀ᵏ∫₀ᵏ pp'ℓ = k⁴/2; and the leading terms Φ_L ≈ 1 − β²/9, Φ_T ≈ −5β²/9.

### Entry 7. The total factor

The natural variable is the rapidity. Set p = sinh a, p' = sinh b, so that E = cosh a, E' = cosh b and dp = E da. At the Fermi surface

β = sinh θ,  η = √(1 + β²) = cosh θ,  θ = arcsinh β,  B = βη − θ.

The derivative of B(t) = sinh t cosh t − t is cosh²t + sinh²t − 1 = 2 sinh²t. The −1 term of (14) factorises, and each factor is

∫ d³p/E = 4π∫₀^θ sinh²a da = 2πB.  (16)

For the 2/Q² term the angular integral is

∫₋₁¹ dx/[2(EE' − 1 − pp'x)] = (1/2pp') ln[(EE' + pp' − 1)/(EE' − pp' − 1)].

The addition theorem gives EE' ± pp' = cosh(a ± b), and cosh y − 1 = 2 sinh²(y/2), so

∫₋₁¹ dx/Q² = L/(pp'),  L(a,b) = ln|sinh((a+b)/2)/sinh((a−b)/2)|.

For small a and b, L reduces to ℓ. With p dp/E = sinh a da,

∫∫ d³p d³p' 2/(EE'Q²) = 16π²K,  K = ∫₀^θ∫₀^θ sinh a sinh b L da db,

Φβ⁴ = (16π²K − 4π²B²)/(8π²) = 2K − B²/2.  (17)

K yields to the method used for the Pauli case. By (2), dK/dθ = 2 sinh θ ∫₀^θ sinh b L(θ,b) db. For b < θ,

∂L/∂b = (1/2)coth((θ+b)/2) + (1/2)coth((θ−b)/2).

The identities coth y + coth z = sinh(y+z)/(sinh y sinh z) and 2 sinh y sinh z = cosh(y+z) − cosh(y−z), with y + z = θ and y − z = b, turn this into

∂L/∂b = sinh θ/(cosh θ − cosh b).

The antiderivative of sinh b that vanishes at b = θ is cosh b − cosh θ. The boundary term is zero at b = θ (linear zero times logarithm) and at b = 0 (L = 0), and the remaining integrand is constant:

∫₀^θ sinh b L db = −∫₀^θ (cosh b − cosh θ) sinh θ/(cosh θ − cosh b) db = θ sinh θ.

So dK/dθ = 2θ sinh²θ. Writing t = sinh t cosh t − B(t) and 2 sinh²t = dB/dt,

2t sinh²t = 2 sinh³t cosh t − B dB/dt = d/dt [sinh⁴t/2 − B²/2],

and with K(0) = 0,

K = (β⁴ − B²)/2.

Equation (17) becomes Φβ⁴ = β⁴ − B² − B²/2, that is

Φ = 1 − (3/2)[(βη − arcsinh β)/β²]².  (18)

This is the MacDonald-Vosko factor. Of the 3/2, one unit comes from the 2/Q² term and one half from the −1 term.

Test at small β. From η = 1 + β²/2 − β⁴/8 and θ = β − β³/6 + 3β⁵/40,

B = (1/2 + 1/6)β³ − (1/8 + 3/40)β⁵ + … = 2β³/3 − β⁵/5 + …,
B² = 4β⁶/9 − 4β⁸/15 + …,
Φ = 1 − 2β²/3 + 2β⁴/5 − ….

The β² term agrees with −1/9 − 5/9, found earlier without rapidities.

Test at large β. B/β² → 1, so Φ → −1/2. The term 2K/β⁴ = 1 − B²/β⁴ vanishes in this limit and the −1 term of (14) is left. The exchange energy is then positive, +e²k⁴/(8π³).

The total exchange factor Φ now has the closed form (18), which goes from 1 at small β to −1/2 at large β. It remains to separate its Coulomb and transverse parts, to test the closed forms numerically, and to derive the local potential and apply the results to iodine.

Numbers in the example were calculated in double precision.
